# Bending rigidity of a resist line with softened skins

**Question**

A long, straight resist line stands on a wafer after development and rinse. Its thickness, measured in the direction in which it would bend sideways, is $h=15$ nm. The rinse has softened a skin of depth $t=2$ nm on each side face. The skins are part of the 15 nm. Their Young modulus is $r=0.1$ times that of the core, $E=2$ GPa. The Poisson ratio is $\nu=0.35$ throughout, and the line height is $H=30$ nm.

Take $x$ up the height, $y$ along the line and $z$ across the thickness, with $z=0$ at the mid-plane. The layers are linearly elastic and perfectly bonded, with sharp interfaces. Softening changes neither the thickness nor the shape. All comparisons are with a sound line of the same outer dimensions and the core modulus throughout.

**(a)** Derive the bending rigidity $D$ per unit length of line as an integral over the thickness.

**Model answer.** In slender-beam bending, plane sections stay plane, so the strain up the height is

$$\varepsilon_x(z)=\varepsilon_0+\kappa z ,$$

where $\kappa$ is the curvature and $\varepsilon_0$ the strain of the mid-plane. Tension is positive.

The line is long, so material cannot strain along it: $\varepsilon_y=0$. The side faces are free, so $\sigma_z=0$ in pure bending. Hooke's law along $y$ then gives

$$0=\varepsilon_y=\frac{\sigma_y-\nu\sigma_x}{E}\quad\Rightarrow\quad \sigma_y=\nu\sigma_x .$$

Inserting this in Hooke's law along $x$,

$$\varepsilon_x=\frac{\sigma_x-\nu\sigma_y}{E}=\frac{1-\nu^2}{E}\,\sigma_x
\quad\Rightarrow\quad \sigma_x=E'\varepsilon_x,\qquad E'=\frac{E}{1-\nu^2}.$$

For the core, $E'=2/(1-0.35^2)=2.279$ GPa. In the skins $E'$ is smaller by the factor $r$.

Pure bending carries no net force up the line:

$$0=\int_{-h/2}^{h/2}\sigma_x\,dz=\varepsilon_0\int E'(z)\,dz+\kappa\int E'(z)\,z\,dz .$$

The two skins are alike, so $E'(z)$ is even and the last integral vanishes. Hence $\varepsilon_0=0$, and the neutral plane is the mid-plane. The moment per unit length of line is

$$M=\int\sigma_x z\,dz=\kappa\int E'(z)z^2\,dz\equiv D\kappa,
\qquad D=\int_{-h/2}^{h/2}E'(z)\,z^2\,dz .$$

**(b)** Find the fraction of the bending rigidity that is lost, first as a formula and then as a number.

**Model answer.** With $E'$ now denoting the core value, the sound line has

$$D_0=E'\int_{-h/2}^{h/2}z^2dz=\frac{E'}{3}\left[\frac{h^3}{8}+\frac{h^3}{8}\right]=\frac{E'h^3}{12}.$$

Let $c=h-2t=11$ nm be the core thickness. The core contributes $E'c^3/12$. The skins occupy the rest of the section, whose integral of $z^2$ is $(h^3-c^3)/12$, and they have modulus $rE'$. Therefore

$$D=\frac{E'}{12}\left[c^3+r(h^3-c^3)\right].$$

The lost fraction is

$$L=1-\frac{D}{D_0}=\frac{h^3-c^3-r(h^3-c^3)}{h^3}
=(1-r)\left[1-\left(1-\frac{2t}{h}\right)^3\right].$$

The core modulus and the common Poisson ratio have cancelled. Numerically,

$$\frac{D}{D_0}=\frac{1331+0.1\times2044}{3375}=0.455,\qquad L=0.545 .$$

The line loses **about 54.5 % of its bending rigidity**. In absolute terms, $D$ falls from $641.0$ to $291.6$ GPa nm³, a loss of $349$ GPa nm³, or $3.49\times10^{-16}$ N m.

These rigidities were tested against a two-dimensional finite-element solution of a layered block. Its end faces were rotated relative to each other, its interior sections were free to warp, and $D$ was obtained from the elastic energy. It gave $641.0$ and $291.6$ GPa nm³.

**(c)** The skins fill only 26.7 % of the thickness. Explain the size of the loss, compare it with the loss of stretching stiffness, and examine the limits of the formula.

**Model answer.** Bending strains the material in proportion to its distance from the neutral plane, and the lever arm of the stress grows in the same way. Each layer is therefore weighted by $z^2$. In the sound line the outer 2 nm on both sides supply

$$1-\left(\frac{11}{15}\right)^3=60.6\ \%$$

of the rigidity. Softening removes nine tenths of that share.

Stretching weights all depths equally. Its stiffness is $\int E'dz$, so its fractional loss is

$$1-\frac{c+2tr}{h}=1-\frac{11+0.4}{15}=24.0\ \% .$$

A modulus averaged over the thickness thus describes stretching, but it underestimates the loss in bending.

The limits are as follows.

- For $r\to1$ the skins are sound and $L\to0$.
- For $r\to0$ they carry nothing, and $L=1-(c/h)^3=60.6$ %. The weak skins in this example therefore still save about 6 percentage points.
- For $2t\to h$ the whole line is softened and $L\to1-r$, as it must be for a uniform material.
- For thin skins, expand the cube:

$$1-\left(1-\frac{2t}{h}\right)^3=\frac{6t}{h}-\frac{12t^2}{h^2}+\frac{8t^3}{h^3}.$$

The first term alone gives $L\approx6(1-r)t/h=72$ %, well above 54.5 %. Here $2t/h$ is not small: the inner part of each skin lies closer to the neutral plane than the surface does, and the first-order estimate ignores this.

A uniform line of core material with the same rigidity would have thickness $h_{\rm eq}$ with $h_{\rm eq}^3=h^3D/D_0$, hence

$$h_{\rm eq}=15\times(0.455)^{1/3}=11.5\ \text{nm}.$$

This is slightly more than the core thickness, because the skins retain some stiffness.

**(d)** A uniform pressure $p=1$ MPa acts on one side face, and the foot is clamped. Find the tip deflection before and after softening in slender-beam theory. Is that theory adequate at this height?

**Model answer.** The load above height $x$ is $p(H-x)$ per unit length of line, and it acts at a mean distance $(H-x)/2$ above $x$. With the deflection $w$ counted positive in the direction of the push,

$$D\,w''=\frac{p(H-x)^2}{2},\qquad w(0)=w'(0)=0 .$$

Integrating once, with $w'(0)=0$,

$$w'(x)=\frac{p}{6D}\left[H^3-(H-x)^3\right].$$

Integrating from $0$ to $H$,

$$w(H)=\frac{p}{6D}\left[H^4-\frac{H^4}{4}\right]=\frac{pH^4}{8D}.$$

Since $pH^4=10^{-3}\times30^4=810$ GPa nm⁴,

$$w_{\rm sound}=\frac{810}{8\times641.0}=0.158\ \text{nm},\qquad
w_{\rm soft}=\frac{810}{8\times291.6}=0.347\ \text{nm}.$$

At fixed load and height the bending deflection is multiplied by $D_0/D=2.20$.

The line is only twice as high as it is thick, so shear matters. For the sound line the shear stress is parabolic across the thickness,

$$\tau=\frac{3V}{2h}\left(1-\frac{4z^2}{h^2}\right),$$

where $V$ is the shear force per unit length of line. With shear modulus $G=E/[2(1+\nu)]=0.741$ GPa, the shear energy per unit height is

$$\int\frac{\tau^2}{2G}\,dz=\frac{1}{2G}\,\frac{9V^2}{4h^2}\,\frac{8h}{15}=\frac{V^2}{2S},\qquad S=\frac56Gh=9.26\ \text{GPa nm}.$$

The additional slope is $V/S=p(H-x)/S$, which integrates to

$$w_{\rm shear}=\frac{pH^2}{2S}=\frac{0.9}{2\times9.26}=0.049\ \text{nm}.$$

The total, $0.207$ nm, agrees with the finite-element deflection of the clamped sound line at the mid-plane of the tip, $0.207$ nm. Agreement to three digits is partly fortuitous: for heights from 15 to 120 nm, or Poisson ratios of 0 and 0.45 at this height, bending plus shear differs from the finite-element value by up to about 1 %. The softened line gives $0.415$ nm at the same point on the uniform mesh of the numerical output; refining the mesh near the clamped foot raises this to $0.4157$ nm, against $0.2068$ nm for the sound line. Its excess over the bending value of $0.3472$ nm is $0.0685$ nm, which is 1.4 times the excess of the sound line, whereas the bending part has grown 2.2 times. The overall factor is therefore lower, $0.4157/0.2068\approx2.01$.

Slender-beam theory is adequate for the rigidity ratio but not for the deflection of this short line. Since $w_{\rm shear}$ varies as $H^2$ and the bending part as $H^4$, the shear correction becomes small relative to the bending deflection as the height grows, although it increases in absolute terms. At $H=600$ nm the finite-element factor is 2.198, equal to $D_0/D$ to the digits given.

**(e)** Suppose the same total skin depth is divided unevenly, 1 nm on the left and 3 nm on the right. Find the new loss.

**Model answer.** The modulus is no longer even in $z$, so $\varepsilon_0\neq0$. Write $\varepsilon_x=\kappa(z-z_0)$. Zero net force requires

$$z_0=\frac{B}{A},\qquad A=\int\frac{E'(z)}{E'}dz,\qquad B=\int\frac{E'(z)}{E'}\,z\,dz ,$$

where $E'$ without an argument is the core value. The core now runs from $-6.5$ to $4.5$ nm. Thus

$$A=11+0.1\times4=11.4\ \text{nm},$$

$$B=\frac{4.5^2-6.5^2}{2}+0.1\,\frac{6.5^2-7.5^2}{2}+0.1\,\frac{7.5^2-4.5^2}{2}
=-11.0-0.7+1.8=-9.9\ \text{nm}^2 .$$

The neutral plane moves by $0.868$ nm towards the side with the thinner skin. For the rigidity, expand the square and use $B=Az_0$:

$$\frac{D}{E'}=\int\frac{E'(z)}{E'}(z-z_0)^2dz=C-2z_0B+z_0^2A=C-\frac{B^2}{A},$$

where $C$ is the weighted integral of $z^2$ about the mid-plane:

$$C=\frac{4.5^3+6.5^3}{3}+0.1\,\frac{7.5^3-6.5^3}{3}+0.1\,\frac{7.5^3-4.5^3}{3}
=137.85\ \text{nm}^3 .$$

Hence $D/E'=137.85-8.60=129.25$ nm³, against $h^3/12=281.25$ nm³ for the sound line. The loss is 54.0 %, nearly the same as for equal skins. Omitting the shift of the neutral plane would give only 51.0 %.

**(f)** How far can the answer to (b) be trusted for a real resist line?

**Model answer.** The dimensions and the core modulus are rough typical values for a narrow polymer resist line. The skin depth and the tenfold softening are assumptions of the exercise; in practice they depend on the resist, developer and rinse, and they need measurement. The depth matters most among the changes considered here. With the other inputs fixed, skins of 1 nm give a loss of 31 %, and skins of 3 nm give 71 %. Changing $r$ to 0.2 at 2 nm depth gives 48 %.

A real skin need not end sharply. Let the relative modulus rise linearly from 0.1 at the surface to 1 at a depth of 4 nm, which keeps the same integrated modulus deficit. With $d$ the depth in nm,

$$L=\frac{24}{h^3}\int_0^4 0.9\left(1-\frac d4\right)\left(\frac h2-d\right)^2dd=49.8\ \% .$$

The loss is smaller because part of the deficit has moved inwards, where $z^2$ is less. A skin Poisson ratio of 0.45 instead of 0.35 raises the skin's $E'$ slightly and gives 53.9 %. For a real line, "roughly half" is therefore a fairer statement than three digits, provided that the skin depth is known to be near 2 nm and the skin modulus is known to be at most about a fifth of the core modulus.

The loss of rigidity alone does not decide whether the line collapses during drying. The 1 MPa in (d) is a test load; the capillary pressure of water in a gap of similar width can reach several MPa. The pull of the meniscus at the line edge and the rise of pressure as the gap narrows are also absent. Swelling, viscous creep and failure at the foot would need separate treatment. Further values are listed in the numerical output.

## Table of computed values

```
Total thickness: 15.0 nm
Skin depth on each side: 2.0 nm
Core thickness: 11.0 nm
Skin/core modulus ratio: 0.10
Core Young modulus: 2.00 GPa
Poisson ratio: 0.35
Plane-strain core modulus: 2.279 GPa
Total thickness cubed: 3375 nm^3
Core thickness cubed: 1331 nm^3
Difference of cubes: 2044 nm^3
Rigidity, sound line: 641.0 GPa nm^3
Rigidity, softened line: 291.6 GPa nm^3
Finite-element rigidity, sound: 641.0 GPa nm^3
Finite-element rigidity, softened: 291.6 GPa nm^3
Rigidity lost: 349.4 GPa nm^3
Rigidity kept: 45.49 %
Rigidity loss: 54.51 %
Skin share of thickness: 26.7 %
Skin share of original rigidity: 60.6 %
Loss of stretching stiffness: 24.0 %
First-order thin-skin loss estimate: 72.0 %
Equally stiff uniform thickness: 11.54 nm
Slender-line deflection factor: 2.198
Line height: 30.0 nm
Test pressure: 1.0 MPa
Beam deflection, sound: 0.158 nm
Beam deflection, softened: 0.347 nm
Finite-element deflection, sound: 0.207 nm
Finite-element deflection, softened: 0.415 nm
Finite-element factor, short line: 2.009
Height of tall test line: 600 nm
Finite-element factor, tall line: 2.198
Depth of gradual skin: 4.0 nm
Loss with gradual skin: 49.81 %
Uneven skin depths: 1.0 and 3.0 nm
Neutral-plane shift, uneven skins: 0.868 nm
Loss with uneven skins: 54.04 %
Trial skin Poisson ratio: 0.45
Loss with that Poisson ratio: 53.90 %
Loss for 1.0 nm skins: 31.41 %
Loss for 3.0 nm skins: 70.56 %
Loss for modulus ratio 0.0: 60.56 %
Loss for modulus ratio 0.2: 48.45 %
```
